# Finite-difference simulation of a Drude metal mask: dispersion, stability and absorption

## Definitions and conventions

The mask is periodic in $x$ with period $\Lambda$, and light travels towards $+z$. The field is p-polarised, with components $E_x,E_z,H_y$, and nothing depends on $y$. The time factor is $e^{-i\omega t}$. The magnetic field is multiplied by the vacuum impedance and called $H$; the polarization rate is divided by $\varepsilon_0$, so that $\mathbf J=\varepsilon_0^{-1}\,d\mathbf P/dt$. Maxwell's equations and the Drude polarization equation $\ddot{\mathbf P}+\gamma\dot{\mathbf P}=\varepsilon_0\omega_p^2\mathbf E$ become

$$\partial_tH=c(\partial_xE_z-\partial_zE_x),\qquad \varepsilon\,\partial_tE_x=-c\,\partial_zH-J_x,$$
$$\varepsilon\,\partial_tE_z=c\,\partial_xH-J_z,\qquad \partial_t\mathbf J+\gamma\mathbf J=\omega_p^2\mathbf E .$$

Here $\varepsilon$ is the background permittivity: 1 in the metal, $n^2$ in glass and resist. The metal responds as $\varepsilon_m=1-\omega_p^2/(\omega^2+i\gamma\omega)$.

## The scheme

The grid is square with pitch $h$. $H$ sits at cell centres, $E_x$ on horizontal cell edges and $E_z$ on vertical ones. $\mathbf E$ is known at times $n\Delta t$, $H$ and $\mathbf J$ at $(n+\tfrac12)\Delta t$. With $\mathbf J^{n+1/2}=(\mathbf P^{n+1}-\mathbf P^n)/(\varepsilon_0\Delta t)$, the centred polarization equation is

$$\frac{\mathbf J^{n+1/2}-\mathbf J^{n-1/2}}{\Delta t}+\gamma\bar{\mathbf J}^n=\omega_p^2\mathbf E^n,\qquad \bar{\mathbf J}^n=\tfrac12(\mathbf J^{n+1/2}+\mathbf J^{n-1/2}).$$

Solving for the new current gives an explicit update:

$$\mathbf J^{n+1/2}=\frac{(1-\gamma\Delta t/2)\,\mathbf J^{n-1/2}+\Delta t\,\omega_p^2\mathbf E^n}{1+\gamma\Delta t/2}.$$

An electric node on a material wall is tangential to it, so $E$ is common to both sides while the displacement and polarization currents of the two half cells add. The node therefore takes the mean $\varepsilon$ and the mean $\omega_p^2$ of its two cells.

At the top, a port replaces the missing magnetic field by that of a downward incident wave and an upward reflected one: $H_{out}=n[E_i-(\bar E-E_i)]=n(2E_i-\bar E)$, with $\bar E=(E^{n+1}+E^n)/2$. The end node owns half a cell:

$$\frac{n^2h}{2}\frac{E^{n+1}-E^n}{\Delta t}=-c\,(H_{1/2}-H_{out}).$$

Multiplying by $2/(cn)$ and setting $g=nh/(c\Delta t)$ gives

$$(g+1)E^{n+1}=(g-1)E^n-\frac2nH_{1/2}+4E_i .$$

At the bottom $H_{out}=n\bar E$, and the same steps give $(g+1)E^{n+1}=(g-1)E^n+(2/n)H_{last}$. These ports suit normally travelling waves. The period must be below $\lambda/n$ on both sides, so that higher orders decay towards the ports. In the example below the first harmonic falls to about 2% of its amplitude at the top port and 1% at the bottom one; the ports absorb this remainder, which leaves an error of order $10^{-3}$ in $R$ and $A$.

```
dt = 0.99 * 2 / sqrt(8 c^2/h^2 + wp^2)
repeat:
  H  += c dt/h * (x-difference of Ez - z-difference of Ex)
  J   = ((1-gamma dt/2) J + dt wp^2 E) / (1+gamma dt/2)   # metal rows
  Ex -= dt/eps * (c/h * z-difference of H + Jx)
  Ez += dt/eps * (c/h * x-difference of H - Jz)
  end nodes of Ex: port formulas
  every 4th step: add exp(i w t) * field to sums for J, port E, near E
```

In two dimensions the number of cells grows as $h^{-2}$ and the number of steps as $h^{-1}$, so the work grows as $h^{-3}$. The auxiliary current costs two extra arrays, in the metal rows alone.

## Plasmon dispersion on the grid

For a harmonic field, a centred time difference multiplies by $-i\Omega$ and a centred mean by $C$, where

$$\Omega=\frac{2}{\Delta t}\sin\frac{\omega\Delta t}{2},\qquad C=\cos\frac{\omega\Delta t}{2}.$$

The current equation gives $J=\omega_p^2E/(\gamma C-i\Omega)$. In Ampère's law $-i\Omega E+J$ must equal $-i\Omega\varepsilon_gE$, hence

$$\varepsilon_g=1+\frac{iJ}{\Omega E}=1+\frac{i\omega_p^2}{\Omega(\gamma C-i\Omega)}=1-\frac{\omega_p^2}{\Omega^2+i\gamma\Omega C}.$$

Take a flat wall at $z=0$ and fields $\propto e^{ikx}$. The $x$-difference gives $iK$ with $K=(2/h)\sin(kh/2)$; let $\delta$ be the centred $z$-difference. In a uniform medium $E_z=-cKH/(\Omega\varepsilon)$. Inserting this in $-i\Omega H=c(iKE_z-\delta E_x)$ gives

$$\delta E_x=-\frac{ic\,q^2}{\Omega\varepsilon}H,\qquad q^2=K^2-\frac{\varepsilon\Omega^2}{c^2}.$$

With $\delta H=i\Omega\varepsilon E_x/c$ it follows that $\delta^2H=q^2H$. A solution $e^{-\kappa|z|}$ therefore has $q=(2/h)\sinh(\kappa h/2)$.

Let $E_0$ be the field on the wall. Half a cell away on the positive side, $\delta E_x=E_0(e^{-\kappa h}-1)/h=-qE_0e^{-\kappa h/2}$; on the negative side the sign is reversed. Thus

$$H_\pm=\mp\frac{i\Omega\varepsilon}{cq}E_0e^{-\kappa h/2},$$

each with its own $\varepsilon,q,\kappa$. The wall node obeys $-i\Omega\frac{\varepsilon_1+\varepsilon_2}{2}E_0=-\frac ch(H_+-H_-)$. Inserting $H_\pm$ and dividing by $i\Omega E_0/h$ leaves

$$\sum_{j=1,2}\varepsilon_j\left(\frac h2+\frac{e^{-\kappa_jh/2}}{q_j}\right)=0 .$$

Since $h/2=\sinh(\kappa_jh/2)/q_j$, the bracket is $\cosh(\kappa_jh/2)/q_j$, and

$$\sum_{j=1,2}\frac{\varepsilon_j}{q_j}\sqrt{1+\left(\frac{q_jh}{2}\right)^2}=0 .$$

Every correction is even in $h$ or $\Delta t$, so with $\Delta t\propto h$ the error is of order $h^2$. The limit $\varepsilon_1/q_1+\varepsilon_2/q_2=0$ squares to $\varepsilon_1^2(k^2-\varepsilon_2\omega^2/c^2)=\varepsilon_2^2(k^2-\varepsilon_1\omega^2/c^2)$, hence $k^2=(\omega^2/c^2)\,\varepsilon_1\varepsilon_2/(\varepsilon_1+\varepsilon_2)$. For large $k$ both $q_j\to k$ and the condition becomes $\varepsilon_1+\varepsilon_2=0$, the electrostatic surface resonance.

The example uses round, aluminium-like values: $\hbar\omega_p=15$ eV, $\hbar\gamma=0.6$ eV, resist index 1.70. Eigenvalues $e^{-i\omega\Delta t}$ of the one-step update were computed for 120 nm of metal against 600 nm of resist. For real $k=2\pi/(180\ \text{nm})$ the continuum energy is 3.662 eV with amplitude damping 0.058 eV; the update at $h=2.5$ nm gives 3.664 eV and the same damping. The relative error of the complex frequency is $2.13\times10^{-3}$ at 5 nm and $5.50\times10^{-4}$ at 2.5 nm, a ratio of 3.9, near the expected 4. Periods of 90 and 60 nm give ratios of 3.8 and 3.7. At 2.5 nm the update and the grid relation differ by at most $6\times10^{-9}$ of the complex frequency's modulus.

## Energy balance

Average the two electric updates around time $n$ and multiply by $\mathbf E^n$:

$$\frac{\varepsilon\,\mathbf E^n\!\cdot(\mathbf E^{n+1}-\mathbf E^{n-1})}{2\Delta t}=c\,\mathbf E^n\!\cdot\nabla\times\bar H^n-\mathbf E^n\!\cdot\bar{\mathbf J}^n .$$

Multiply the magnetic update by $\bar H^n$ and the current update by $\bar{\mathbf J}^n/\omega_p^2$:

$$\frac{(H^{n+1/2})^2-(H^{n-1/2})^2}{2\Delta t}=-c\,\bar H^n\,\nabla\times\mathbf E^n,$$
$$\frac{|\mathbf J^{n+1/2}|^2-|\mathbf J^{n-1/2}|^2}{2\omega_p^2\Delta t}+\frac{\gamma|\bar{\mathbf J}^n|^2}{\omega_p^2}=\mathbf E^n\!\cdot\bar{\mathbf J}^n .$$

Add the three and sum over the grid. In a closed box ($H=0$ beyond the end walls, end nodes of $E_x$ weighted by one half) summation by parts cancels the curl terms, and the work terms $\mathbf E\cdot\bar{\mathbf J}$ cancel as well. With

$$W^{n+1/2}=\tfrac12\sum\left[\varepsilon\,\mathbf E^{n+1}\!\cdot\mathbf E^n+H^2+\frac{|\mathbf J|^2}{\omega_p^2}\right]$$

the result is

$$W^{n+1/2}-W^{n-1/2}=-\Delta t\sum\frac{\gamma|\bar{\mathbf J}^n|^2}{\omega_p^2}.$$

The absorbed energy is never negative, node by node. In physical units the loss density is $\gamma|\bar{\mathbf J}_{phys}|^2/(\varepsilon_0\omega_p^2)$. Starting from random fields around a slit mask, 4.2% of the energy was lost over 400 steps, and the balance held to $10^{-15}$ of the starting energy.

## Time-step limit

The product $\mathbf E^{n+1}\cdot\mathbf E^n$ can be negative, so $W$ is a useful norm under a condition on $\Delta t$. Write it as $|\bar{\mathbf E}|^2-\frac14|\mathbf E^{n+1}-\mathbf E^n|^2$ and insert the electric update:

$$W=\tfrac12\sum\left[\varepsilon|\bar{\mathbf E}|^2+H^2+\frac{|\mathbf J|^2}{\omega_p^2}-\frac{\Delta t^2}{4\varepsilon}|c\nabla\times H-\mathbf J|^2\right].$$

Define $L$ acting on $u=(H,\mathbf J/\omega_p)$ by $Lu=\varepsilon^{-1/2}(c\nabla\times H-\mathbf J)$. The last term is smaller than the two before it if $\Delta t^2\lVert L\rVert^2<4$. The squared norm is the largest eigenvalue $\lambda$ of

$$LL^T=\varepsilon^{-1/2}(c^2\nabla\times\nabla\times+\omega_p^2)\,\varepsilon^{-1/2}.$$

Each squared difference operator is at most $4/h^2$, so the double curl is at most $8/h^2$. Therefore $\lambda$ cannot exceed the largest nodal value of $(8c^2/h^2+\omega_p^2)/\varepsilon$. If all other materials have $\varepsilon\ge1$, the pure metal node is the worst case, and the scheme is stable for

$$\Delta t<\frac{2}{\sqrt{8c^2/h^2+\omega_p^2}} .$$

At the threshold the fastest mode changes sign every step. Then $\bar{\mathbf J}=0$, damping has nothing to act on, and $\gamma$ does not move the limit. This was tested on a closed metal block of $12\times12$ cells with $h=2.5$ nm and random starting fields, for $\hbar\gamma=0.6$ eV and for $\gamma$ equal to ten over the limiting step. At 0.05% below the limit the peak $E_x$ stayed within a factor $10^3$ of its start over 2000 steps; at 0.05% above it grew by more than $10^{10}$.

For $h=2.5$ nm the metal bound is 5.883 as. The vacuum value $h/(c\sqrt2)$ is 5.897 as, and the block is unstable there. The glass value, 1.47 times larger, is 8.668 as, and it makes the mask itself unstable: the metal, with background permittivity 1, is the fast medium, although its permittivity at the exposure wavelength is large and negative.

The slit mask in a closed box has its own limit, $2/\sqrt\lambda=5.898$ as, slightly above even the vacuum value. An estimate explains this. A mode confined to a film of thickness $d$ has an envelope $\sin(\pi z/d)$, which lowers its squared $z$-difference from $4/h^2$ to $(4/h^2)\cos^2(\pi h/2d)\approx4/h^2-\pi^2/d^2$. So $\lambda$ loses about $(\pi c/d)^2$ and gains $\omega_p^2$. For $d=40$ nm, $\pi\hbar c/d=15.5$ eV and $\hbar\omega_p=15$ eV, so the two nearly cancel. The metal bars are also only $w=120$ nm wide. By the same argument this lowers the squared $x$-difference and takes a further $(\pi c/w)^2$ from $\lambda$, with $\pi\hbar c/w=5.2$ eV. Together these terms give a limit of about 5.899 as, close to the computed one. The metal bound is the safer choice because it holds for any mask shape. The proof covers closed walls; the port runs below used 0.99 of the bound and rang down.

## Absorption at one frequency

Form $f(\omega)=\sum f\,e^{i\omega t}$ over the whole pulse. Time means give $\bar E=CE$ and $\bar J=CJ$. The top port supplies a power proportional to

$$\mathrm{Re}[\bar E^*n_g(2E_i-\bar E)]=n_g\left(|E_i|^2-|\bar E-E_i|^2\right),$$

and with $E=(\gamma C-i\Omega)J/\omega_p^2$ the metal takes

$$\mathrm{Re}[\bar E^*J]=C\,\mathrm{Re}[E^*J]=\frac{\gamma|\bar J|^2}{\omega_p^2}.$$

The remaining field terms are imaginary for real $\omega$ and drop out. With $\langle\cdot\rangle$ the mean over $x$,

$$R=\frac{\langle|\bar E_{top}-E_i|^2\rangle}{|E_i|^2},\quad T=\frac{n_r\langle|\bar E_{end}|^2\rangle}{n_g|E_i|^2},\quad A=\frac{\gamma h}{c\,n_g|E_i|^2}\sum_z\left\langle\frac{|\bar{\mathbf J}|^2}{\omega_p^2}\right\rangle,$$

and $A=1-R-T$ once the fields have died out.

## An independent reference

Inside the slit layer, expand in harmonics $m$ with $K=\mathrm{diag}(m\lambda/\Lambda)$ and measure depth in units of $1/k_0=\lambda/2\pi$. Ampère's law gives $H'=i(\varepsilon E_x)$ and $\varepsilon E_z=-KH$; Faraday's law gives $E_x'=iKE_z+iH$. At a slit wall $E_z$ is continuous, so $\varepsilon E_z$ becomes $\mathcal E E_z$ with the Toeplitz matrix $\mathcal E$ of $\varepsilon$. There $E_x$ jumps but $\varepsilon E_x$ does not, so the Toeplitz matrix of $1/\varepsilon$ is applied to $\varepsilon E_x$ and inverted; call the inverse $B$. Then

$$H''=B(K\mathcal E^{-1}K-1)H .$$

Its eigenvectors give waves $e^{\pm q\zeta}$ in the layer. Outside, each harmonic varies as $e^{\mp\Gamma\zeta}$ with $\Gamma=\sqrt{K^2-n^2}$, or $-i\sqrt{n^2-K^2}$ if it propagates, and $E_x=\pm i\Gamma H/n^2$; the upper sign is for waves going down. Continuity of $H$ and $E_x$ at both faces is a linear system for all amplitudes.

## Worked example: slit mask at 365 nm

An aluminium-like film 40 nm thick lies between fused silica ($n_g=1.47$) and resist. It has slits 60 nm wide, filled with resist, at a period of 180 nm. Since $365/1.70=215$ nm exceeds 180 nm, only the zero order propagates. The photon energy is 3.397 eV and $\varepsilon_m=-17.9+3.3i$.

The film without slits has $A=0.1088$ from the thin-film formula; the grid gives 0.1104 at 5 nm and 0.1092 at 2.5 nm. With slits the picture changes:

| | $R$ | $T$ | $A$ |
|---|---|---|---|
| grid, 3.33 nm | 0.343 | 0.096 | 0.561 |
| grid, 2.5 nm | 0.364 | 0.095 | 0.541 |
| grid, 2 nm | 0.377 | 0.095 | 0.528 |
| modal, 321 orders | 0.430 | 0.094 | 0.476 |

At 2 nm the Joule loss and $1-R-T$ agree to $10^{-8}$, yet $A$ is 10 to 11% above the reference. The modal row is itself good to two digits only: the edge singularity makes the expansion converge slowly and unevenly, and with 641 and 1001 orders it settles near $R=0.428$, $A=0.478$. Energy closure shows that the bookkeeping is right, not that the grid is fine enough.

The slow convergence fits the field at sharp metal edges. Near a lossless 90° wedge in resist, as at the lower slit edges, the potential is $r^\tau\cos\tau\theta$ in the metal and $b\,r^\tau\cos\tau(\pi-\theta)$ outside. Continuity of potential and normal displacement at $\theta=\pi/4$ requires

$$\frac{|\varepsilon_m|}{\varepsilon_r}\tan\frac{\pi\tau}{4}=\tan\frac{3\pi\tau}{4}.$$

The field varies as $r^{\tau-1}$, and the energy within one cell of the edge as $\int_0^hr^{2\tau-2}\,r\,dr\propto h^{2\tau}$, which suggests an error of that order. For $17.9/2.89=6.2$ this gives $2\tau=1.03$; the order observed against the 321-order value is 0.95, against 0.478 it is 0.98, and halving the pitch down to 0.125 nm raises it to 1.02. Loss changes the estimate to 1.04; the upper edges, which touch glass, are milder (about 1.15). When the ratio falls to 3, small-angle expansion gives $\tau\to0$, and this estimate predicts no convergence without loss.

A parabola in $h$ through the three pitches $10/3$, $10/4$ and $10/5$ nm has weights 4.5, −16 and 12.5 at $h=0$:

$$4.5(0.5607)-16(0.5406)+12.5(0.5282)=0.476 .$$

This equals the 321-order value but lies 0.002 below the converged 0.478, so the agreement holds to two digits only: the parabola assumes whole powers of $h$, and an error growing as $h^{1.03}$ would shift the result by about 0.001. The ports add an error of similar size, and the large weights amplify any error in the inputs, so the third digit is uncertain.

The slits raise absorption from 0.11 to 0.48 although a third of the metal is gone. The calculation does not separate the parts played by slit modes and surface plasmons.

In the resist the first harmonic decays at the rate $\sqrt{(2\pi/180)^2-(2\pi\cdot1.70/365)^2}=0.0190$ nm$^{-1}$, a length of 52.6 nm, and the grid gives the same to three digits. At 2 nm pitch the peak of $|E/E_i|^2$ is about 11, 4.0 and 1.3 at depths of 10, 30 and 60 nm, with contrast $(\max-\min)/(\max+\min)$ of 0.81, 0.69 and 0.56. These values are not extrapolated. The modal solution with 641 orders gives peaks of 10.6, 3.9 and 1.26, so the grid is 4 to 6% high, while the contrasts agree to 0.01.

If a lamp supplies 20 mW/cm² of p-polarised light for 5 s, the dose is 100 mJ/cm², of which the metal absorbs 48 mJ/cm². Heat entering thick silica at flux $F$ warms its surface by $\int_0^tF\,ds/(e\sqrt{\pi s})=2F\sqrt{t/\pi}/e$, where $e$ is the thermal effusivity. With $F=95$ W/m² and a rough $e=\sqrt{1.4\cdot2200\cdot740}$ in SI units, this is 0.16 K. The silica counts as thick if it exceeds the heat diffusion length $2\sqrt{\alpha t}$ over 5 s ($\alpha$ the thermal diffusivity), about 4 mm; a much thinner plate with an insulated back warms more. The same dose in one short pulse, with no heat flow or melting, would heat the metal (mean thickness $40\cdot\frac23$ nm, rough heat capacity 2.4 J cm⁻³ K⁻¹) by about 7400 K: the mask would not survive, and the linear model would not apply.

## Comparison with a real mask

The wavelength is the mercury i-line, and the dimensions are those of a fine near-field mask. One weak assumption is the metal model: aluminium has interband absorption near 1.5 eV, which a single Drude term does not contain. Lowering $\hbar\omega_p$ by 5%, all else fixed, moves the modal $A$ from 0.48 to 0.64, and a permittivity of $-19.4+3.6i$, near published values for aluminium at this wavelength, gives 0.39, so a prediction for a real film needs its measured permittivity. Electron scattering at the film surfaces, estimated as $\hbar v_F/d=0.033$ eV of extra damping for a Fermi speed $v_F\approx2$ nm/fs and $d=40$ nm, raises $A$ by about 0.013, to 0.49. A 4 nm oxide gap, if its index equals that of the resist, would cost about 7% of the first-harmonic amplitude, and a resist absorbing 0.5 µm⁻¹ takes 3% of a travelling wave over 60 nm, while the decay of the evanescent first harmonic hardly changes. The same absorption, in the slits and below the film, nevertheless damps the resonant response: the first-harmonic amplitude drops by 8%, the near-field peak intensity by 15%, and $R$ falls from 0.43 to 0.37. The nonlocal screening length, $\sqrt{3/5}\,v_F/\omega_p=0.07$ nm, is far below the pitch. Real edges are rounded and lamps are unpolarised; neither effect is computed here. The numerical output follows.

## Numbers as computed

```
photon energy (eV): 3.3968
metal permittivity at 365 nm: -17.910 +3.340i
plasmon wavelength at 365 nm light (nm): 197.34
plasmon modes: energy and amplitude damping, both in eV
 period 180 nm: continuum 3.6619, 0.0578; update 3.6639, 0.0578
   relative error at h=5 and 2.5 nm: 2.13e-03, 5.50e-04; update vs grid formula: 6e-09
 period  90 nm: continuum 5.7449, 0.1611; update 5.7522, 0.1615
   relative error at h=5 and 2.5 nm: 4.84e-03, 1.27e-03; update vs grid formula: 3e-11
 period  60 nm: continuum 6.6288, 0.2237; update 6.6391, 0.2244
   relative error at h=5 and 2.5 nm: 5.77e-03, 1.56e-03; update vs grid formula: 8e-14
time-step limits at h=2.5 nm (as)
 metal bound 5.8834, this mask 5.8982, vacuum 5.8966, glass 8.6681
closed box: energy lost / start energy 0.0421, mismatch 1e-15
flat film, R T A: formula   0.88691 0.00432 0.10877
flat film, R T A: h=5 nm    0.88526 0.00431 0.11043
flat film, R T A: h=2.5 nm  0.88647 0.00432 0.10921
slit mask, R T A: modal, 161 orders  0.4298 0.0939 0.4763
slit mask, R T A: modal, 321 orders  0.4303 0.0939 0.4758
slit mask, R T A: grid h=3.33 nm     0.3430 0.0962 0.5607
slit mask, R T A: grid h=2.50 nm     0.3641 0.0953 0.5406
slit mask, R T A: grid h=2.00 nm     0.3770 0.0948 0.5282
slit mask A extrapolated to h=0: 0.4757
error order in h: observed 0.95, lossless corner estimate 1.03
Joule loss minus (1-R-T) at h=2 nm: 1.3e-08
first-harmonic decay length (nm): formula 52.55, grid 52.62
 depth 10 nm: |E/Einc|^2 max 11.2321, min 1.1465, contrast 0.815
 depth 30 nm: |E/Einc|^2 max 4.0339, min 0.7455, contrast 0.688
 depth 60 nm: |E/Einc|^2 max 1.3028, min 0.3717, contrast 0.556
lamp 20 mW/cm2 for 5 s: dose 100, absorbed 47.57 mJ/cm2
lamp heating of mask on thick silica (K): 0.159
same dose in one short pulse, no heat flow, no melting (K): 7432
surface scattering adds 0.0329 eV to damping; modal A 0.4763 -> 0.4896
plasma energy 5% lower: modal A 0.4763 -> 0.6429
nonlocal screening length (nm): 0.068
4 nm oxide gap: first-harmonic amplitude loss about 7.3 %
resist absorption 0.5 per um over 60 nm: 3.0 %
```
